# BAOAB Langevin sampling: exact harmonic positions and a shifted kinetic temperature

An oscillator with the mass of a silicon atom, 28.09 u, and a frequency of 15 THz is coupled to a bath at 300 K. It is simulated with the BAOAB integrator at a time step of 4 fs. The mean square momentum at the end of each step gives a temperature of 289.3 K. At 16 fs it gives 129.5 K. The position variance is 9.997 pm² at both steps, which is the value of classical statistical mechanics at 300 K. Judged by its momenta the oscillator is too cold, and judged by its positions it is at the right temperature.

## The algorithm

Let \(x\) be the displacement, \(p\) the momentum, \(m\) the mass and \(F(x)\) the force. The bath has temperature \(T\) and friction rate \(\gamma>0\), and \(h\) is the time step. With \(c=e^{-\gamma h}\), one step is:

1. B, half kick: \(p\leftarrow p+\tfrac h2F(x)\).
2. A, half drift: \(x\leftarrow x+\tfrac h2\,p/m\).
3. O, thermostat: \(p\leftarrow cp+\sqrt{(1-c^2)mk_BT}\;\xi\).
4. A, half drift, as in 2.
5. B, half kick, as in 1, with the force at the new position.

Here \(\xi\) is a fresh Gaussian number of zero mean and unit variance. For the oscillator \(F=-m\omega^2x\). Equilibrium requires \(\langle x^2\rangle=k_BT/(m\omega^2)\) and \(\langle p^2\rangle=mk_BT\).

Measure \(x\) in units of \(\sqrt{k_BT/(m\omega^2)}\) and \(p\) in units of \(\sqrt{mk_BT}\). Both target variances are then 1. A half kick becomes \(p\leftarrow p-ax\) and a half drift \(x\leftarrow x+ap\), with
\[
a=\frac{h\omega}{2}.
\]
The thermostat becomes \(p\leftarrow cp+\sqrt{1-c^2}\,\xi\).

## One step by hand

Take \(h\omega=1\), so \(a=\tfrac12\). Start with independent Gaussian \(x\) and \(p\) of variances \(1\) and \(\tfrac34\). The first kick and drift give
\[
p_1=p-\tfrac12x,\qquad x_1=x+\tfrac12p_1=\tfrac34x+\tfrac12p .
\]
The new moments are
\[
\langle p_1^2\rangle=\tfrac34+\tfrac14=1,\qquad
\langle x_1^2\rangle=\tfrac9{16}+\tfrac14\cdot\tfrac34=\tfrac34,
\]
\[
\langle x_1p_1\rangle=-\tfrac38+\tfrac12\cdot\tfrac34=0 .
\]
The variances have changed places. The thermostat now receives a momentum of variance 1 that is independent of position. It returns variance \(c^2+(1-c^2)=1\), still independent of position, so it changes nothing statistically.

Call the momentum after the thermostat \(p_a\). The second drift and kick give
\[
x_2=x_1+\tfrac12p_a,\qquad p_2=p_a-\tfrac12x_2=\tfrac34p_a-\tfrac12x_1,
\]
and therefore
\[
\langle x_2^2\rangle=\tfrac34+\tfrac14=1,\qquad
\langle p_2^2\rangle=\tfrac9{16}+\tfrac14\cdot\tfrac34=\tfrac34,
\]
\[
\langle x_2p_2\rangle=\tfrac38-\tfrac12\cdot\tfrac34=0 .
\]
The starting law has returned. Its position variance is correct, and its kinetic temperature is three quarters of the bath temperature.

## Any stable step

For general \(a\), let the starting variances be \(X\) and \(Y\), with no correlation. After the first kick and drift,
\[
p_1=p-ax,\qquad x_1=(1-a^2)x+ap .
\]
The thermostat preserves the law if \(p_1\) has unit variance and is uncorrelated with \(x_1=x+ap_1\):
\[
\langle p_1^2\rangle=Y+a^2X=1,\qquad
\langle x_1p_1\rangle=-aX+a\langle p_1^2\rangle=a(1-X)=0 .
\]
Hence \(X=1\) and \(Y=1-a^2\). The mid-step position has variance
\[
\langle x_1^2\rangle=(1-a^2)^2+a^2(1-a^2)=1-a^2 .
\]
The closing drift and kick give \(x_2=x_1+ap_a\) and \(p_2=p_a-ax_2\), so
\[
\langle x_2^2\rangle=(1-a^2)+a^2=1,\qquad
\langle x_2p_2\rangle=a-a=0,
\]
\[
\langle p_2^2\rangle=1-2a\langle p_ax_2\rangle+a^2=1-2a^2+a^2=1-a^2 .
\]
The law is stationary. In physical units, at the end of a step,
\[
\boxed{\langle x^2\rangle=\frac{k_BT}{m\omega^2},\qquad
\frac{\langle p^2\rangle}{m}=k_BT\left(1-\frac{h^2\omega^2}{4}\right)}
\]
with \(\langle xp\rangle=0\). Friction has dropped out.

It remains to show that the simulation reaches this law. Without noise, \(p_a=c(p-ax)\), and substitution into \(x_2\) and \(p_2\) gives the one-step matrix
\[
M=\begin{pmatrix}1-a^2(1+c)&a(1+c)\\-a(1-a^2)(1+c)&c-a^2(1+c)\end{pmatrix}.
\]
Its trace is \((1+c)(1-2a^2)\). Its determinant is \(c\), because kicks and drifts have determinant 1 and the thermostat has determinant \(c\). The eigenvalues are the roots of
\[
f(\lambda)=\lambda^2-(1+c)(1-2a^2)\lambda+c .
\]
At the ends of the interval \([-1,1]\),
\[
f(1)=2a^2(1+c),\qquad f(-1)=2(1+c)(1-a^2).
\]
Let \(0<a<1\), so both values are positive. Complex roots have \(|\lambda|^2=c<1\). Real roots must lie on the same side of \(1\) and on the same side of \(-1\). They cannot both lie beyond either end, since their product is \(c<1\), so both are inside. Every initial condition is then forgotten and the stationary law is unique. At \(a=1\) one root is \(-1\), and for \(a>1\) one root is below \(-1\). The condition is therefore \(0<h\omega<2\), whatever the friction.

For the 15 THz oscillator, \(\omega=94.25\) ps\(^{-1}\) and the limit is \(2/\omega=21.2\) fs. An exact stationary variance does not mean that the run reaches it quickly. As \(a\to1\) an eigenvalue approaches \(-1\), and the memory of the start alternates in sign and dies slowly. This needs real roots, \((1+c)(2a^2-1)\ge2\sqrt c\), which at weak friction holds only just below \(a=1\). At weak friction, with complex eigenvalues, the memory in the mean values is multiplied by \(\sqrt c=e^{-\gamma h/2}\) at each step and the error in the variances by \(c\), apart from oscillations.

## Where the temperature is read

The stiffness is \(m\omega^2=414.3\) N/m and \(k_BT=25.85\) meV, which gives \(k_BT/(m\omega^2)=9.997\) pm², or 3.16 pm root mean square. At 4 fs, \(h\omega=0.3770\), and the end-of-step kinetic temperature is
\[
300\left(1-\frac{0.3770^2}{4}\right)=289.3\ \text{K}.
\]
The deficit is 10.7 K. At 2 fs it is 2.7 K, a quarter as much.

The momentum next to the thermostat has unit scaled variance, so it reads 300 K at any stable step. The position at that instant has a scaled variance of only \(1-a^2\). With one bath, positions should thus be recorded at the end of the step and kinetic temperature beside O. The two sets of data do not belong to the same instant.

The choice also matters for heat. Energy enters from the bath during O alone. If \(p\) is the momentum before O, the mean energy gained per unit time is
\[
\frac{\langle p_a^2\rangle-\langle p^2\rangle}{2mh}
=\frac{1-c^2}{2h}\left(k_BT-\frac{\langle p^2\rangle}{m}\right),
\]
which vanishes here, as equilibrium requires. If the end-of-step momentum is inserted instead, the bracket equals \(k_BTa^2\) and a false power appears:
\[
J_{\rm false}=\frac{1-c^2}{2h}\,k_BT\,\frac{h^2\omega^2}{4}.
\]
With \(\gamma=10\) ps\(^{-1}\) and \(h=4\) fs this is 1.41 nW into an oscillator that on average receives no heat.

## Many modes, one bath

Let a harmonic solid have one bath temperature and the same friction rate for every atom, and let it be held in place, so that every mode has a positive frequency. (A free solid can drift as a whole, and the variance of that drift grows without limit.) In mass-weighted coordinates the thermostat noise has equal strength in all directions, and it keeps that form when the axes are rotated to the normal modes. Each mode is then a separate BAOAB oscillator. All position covariances at the end of a step are exact if \(h\omega_{\max}<2\). The kinetic temperature averaged over modes is
\[
T_{\rm kin}=T\left(1-\frac{h^2\overline{\omega^2}}{4}\right),
\]
where the bar is the average over modes.

## Two baths and a heat current

The independence of modes fails when the baths differ. Take two particles of equal mass and equal friction, with bath energies \(k_BT_1=k_BT+\Theta\) and \(k_BT_2=k_BT-\Theta\). Let identical on-site springs and a coupling spring give the modes \(x_\pm=(x_1\pm x_2)/\sqrt2\), with
\[
\omega_\pm^2=s\pm\frac{\delta}{2}.
\]
Each mode receives noise at the mean temperature \(T\), so \(\langle x_+^2\rangle\) and \(\langle x_-^2\rangle\) are exact, and so is their sum \(\langle x_1^2\rangle+\langle x_2^2\rangle\). But the two noises are now correlated. The difference of the site variances is \(2C\), with \(C=\langle x_+x_-\rangle\).

To find \(C\), follow the cross moments through one step. Let \(x_\pm\) be end-of-step positions and \(u_\pm\) the velocities just after the preceding O. The closing half kick and the next opening half kick act at the same position, so the velocity before the next O is \(w_\pm=u_\pm-h\omega_\pm^2x_\pm\), and the position there is \(y_\pm=x_\pm+\tfrac h2w_\pm\). Define
\[
E=\langle u_+x_-\rangle,\quad F=\langle x_+u_-\rangle,\quad
G=\langle w_+w_-\rangle,\quad G_a=\langle u_+u_-\rangle,
\]
with \(D=G_a-G\) and \(\theta=\Theta/m\). (\(F\) is now a moment, not the force.) The thermostat gives \(G_a=c^2G+(1-c^2)\theta\), or
\[
D=(1-c^2)(\theta-G).\tag{1}
\]

The fresh noise is independent of \(y\), so O multiplies each position–velocity moment by \(c\). After O, \(y=x'-\tfrac h2u'\), where primes mark the new step and have the same stationary moments. Thus
\[
F-\tfrac h2G_a=c\left(F-h\omega_-^2C+\tfrac h2G\right),\tag{2}
\]
\[
E-\tfrac h2G_a=c\left(E-h\omega_+^2C+\tfrac h2G\right).\tag{3}
\]
Writing \(\langle y_+y_-\rangle\) from the old and from the new step gives
\[
C+\tfrac h2(E+F-2hsC)+\tfrac{h^2}{4}G
=C-\tfrac h2(E+F)+\tfrac{h^2}{4}G_a,
\]
so that
\[
E+F=hsC+\tfrac h4D.\tag{4}
\]
Multiplying out \(\langle w_+w_-\rangle\) gives
\[
D=h(\omega_-^2E+\omega_+^2F)-h^2\omega_+^2\omega_-^2C.\tag{5}
\]

Subtracting (3) from (2) yields \(F-E=ch\delta C/(1-c)\). In (5), use \(\omega_-^2E+\omega_+^2F=s(E+F)+\tfrac\delta2(F-E)\), equation (4), and \(\omega_+^2\omega_-^2=s^2-\delta^2/4\). The terms in \(s^2C\) cancel:
\[
D=\frac{h^2s}{4}D+\frac{h^2\delta^2C}{4}\left(\frac{2c}{1-c}+1\right).
\]
With \(q=1-h^2s/4\) this is
\[
qD=\frac{h^2\delta^2C}{4}\,\frac{1+c}{1-c}.\tag{6}
\]
Adding (2) and (3), inserting (4) and dividing by \(h\) gives
\[
(1-c)\left(sC+\tfrac D4\right)=G_a+cG-2csC .
\]
Since \(G_a=G+D\), this becomes \((1+c)sC=(1+c)G+\tfrac{3+c}{4}D\). Equation (1) then removes \(G\):
\[
\theta-sC=D\left[\frac1{1-c^2}-\frac{3+c}{4(1+c)}\right]
=\frac D4\,\frac{1+c}{1-c},\tag{7}
\]
because \(4-(3+c)(1-c)=(1+c)^2\).

Define the effective friction
\[
\gamma'=\frac2h\,\frac{1-c}{1+c}=\frac2h\tanh\frac{\gamma h}{2}.
\]
Then (6) reads \(D=h\delta^2C/(2\gamma'q)\) and (7) reads \(\theta-sC=D/(2h\gamma')\). Eliminating \(D\),
\[
C=\frac{\Theta/m}{s+\delta^2/(4\gamma'^2q)} .
\]
The heat current into particle 1 is its kinetic-energy gain across O per unit time. The mode variances do not change there, so the gain comes from the cross moment, and \(J=mD/(2h)\):
\[
\boxed{J=\frac{\gamma'\Theta\,\delta^2}{\delta^2+4\gamma'^2sq}}
\]
As \(h\to0\), \(\gamma'\to\gamma\) and \(q\to1\), which leaves the continuous-time result. If \(\delta=0\) the particles are uncoupled, \(J=0\), and \(C=\Theta/(ms)\) has no step error: each particle is back with one bath. For weak friction \(J\to\gamma'\Theta\), and the baths limit the current. For \(4\gamma'^2sq\gg\delta^2\), \(J\approx\Theta\delta^2/(4\gamma'sq)\), and stronger damping lowers it. Since \(\gamma'\) cannot exceed \(2/h\), the simulated current levels off at large \(\gamma h\), whereas the continuous-time current goes on falling to zero.

## Numbers for the pair

Let the modes lie at 12 and 15 THz and the baths at 320 and 280 K, with \(\gamma=10\) ps\(^{-1}\). Then \(s=7284\) ps\(^{-2}\) and \(\delta=-3198\) ps\(^{-2}\). At 4 fs, \(\gamma'=9.999\) ps\(^{-1}\) and \(q=0.9709\). The energy \(\Theta\) is \(k_B\) times 20 K, so \(\gamma'\Theta=2.761\) nW and
\[
J=2.761\times\frac{3198^2}{3198^2+4(9.999)^2(7284)(0.9709)}
=2.16\ \text{nW}.
\]
Errors relative to the continuous-time values, 2.149 nW and 0.3604 pm², are:

| \(h\) (fs) | current | variance difference |
|---:|---:|---:|
| 2 | +0.16% | −0.57% |
| 4 | +0.64% | −2.3% |
| 8 | +2.6% | −9.4% |
| 16 | +11% | −41% |

The errors grow about fourfold per doubling while the step is small. The current is less sensitive because here \(\delta^2\) is the larger term in its denominator, and \(q\) enters only through the smaller one. In \(C\), the larger term of the denominator contains \(1/q\).

End-of-step momenta again spoil the heat account. At 4 fs they give 3.26 nW from the hot bath and −0.94 nW from the cold one. The sum should vanish but is 2.32 nW, larger than the current itself. Summing \(J_{\rm false}\) over the two modes gives this excess, \((1-c^2)k_BT\,hs/4\). Half the difference of the two readings, 2.10 nW, removes the excess but is still 3% below the true current of this simulation.

## What the model leaves out

The frequency of 15 THz is roughly that of silicon's optical phonons, but two oscillators on fixed sites are not a silicon crystal. The friction is a strong thermostat setting, not a material property, and 40 K between neighbouring atoms is far beyond an ordinary device gradient. The largest neglected effect sized here is quantum. Let \(\eta=\hbar\omega/(k_BT)=2.40\). Summing the Boltzmann weights of levels \((n+\tfrac12)\hbar\omega\) gives the mean energy \(\tfrac12\hbar\omega\coth(\eta/2)\). Half of it is potential energy, so the quantum position variance of the undamped oscillator is \(\tfrac\eta2\coth\tfrac\eta2=1.44\) times the classical one, about 14.4 pm² instead of 10.0 pm². Differentiating the energy by temperature gives a mode heat capacity of 0.63 \(k_B\) instead of \(k_B\). The classical current therefore cannot be taken over for a real junction at 300 K, though 0.63 is not a derived correction factor for it.

The effect of anharmonicity on the equilibrium variance is smaller in this estimate. A Morse well of the same curvature and a depth of 4.6 eV, roughly silicon's cohesive energy per atom, was integrated numerically over 12 harmonic standard deviations on each side of the minimum. Its classical variance is 1.6% above the harmonic one. The proof of exact sampling used a linear force, so it gives no guarantee for such a well. The same holds for the stability limit \(2/\omega\). The well is stiffer on its compressed side, where the local curvature reaches the bound for a 16 fs step at 3.8 harmonic standard deviations from the minimum, and at that step trajectories can be thrown out of the well. The step should therefore be checked by repeating the run with a smaller one.
